# Damping a dipole interaction is not damping its dispersion energy: a program that tests the result

```python
"""Damping a dipole interaction versus damping its dispersion energy.

Result under test (atomic units, V = -muA.T.muB, T_ij = d_i d_j v(R)):
  * bare tensor times a scalar f(R): second-order energy = -f^2 C6/R^6
  * v = g(R)/R differentiated: T_par = 2 f_par/R^3, T_perp = -f_perp/R^3,
        f_perp = g - R g',  f_par = g - R g' + R^2 g''/2,
        energy = -F C6/R^6 with F = (2 f_par^2 + f_perp^2)/3
Symbols: alpha = static polarizability, omega = oscillator energy,
width = standard deviation of a Gaussian charge cloud, R = distance,
s^2 = 2(width_A^2 + width_B^2), g = erf(R/s) for the Gaussian clouds.
Energies are found independently from normal modes of coupled oscillators.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammainc

HARTREE_IN_MEV = physical_constants["Hartree energy in eV"][0] * 1000.0
alpha_A, alpha_B = 10.0, 12.0
omega_A, omega_B = 0.5, 0.4
width_A, width_B = 1.5, 1.5
R_example = 6.0
b_tt = 1.5
s = math.sqrt(2.0 * (width_A**2 + width_B**2))
direction = np.array([1.0, 2.0, 2.0]) / 3.0


def close(value, reference, rel=2e-5, absolute=0.0):
    return abs(value - reference) <= rel * abs(reference) + absolute


def tensor_from_factors(R, f_par, f_perp, unit):
    along = np.outer(unit, unit)
    return (2 * f_par * along - f_perp * (np.eye(3) - along)) / R**3


def coupled_energy(T):
    """Zero-point energy of the coupled oscillators minus that of free ones."""
    K = np.zeros((6, 6))
    K[:3, :3] = omega_A**2 * np.eye(3)
    K[3:, 3:] = omega_B**2 * np.eye(3)
    K[:3, 3:] = -omega_A * omega_B * math.sqrt(alpha_A * alpha_B) * T
    K[3:, :3] = K[:3, 3:].T
    modes = np.sqrt(np.linalg.eigvalsh(K))
    return 0.5 * modes.sum() - 1.5 * (omega_A + omega_B)


def second_order(T, strength=0.2):
    """Coefficient of strength^2 in the coupled energy, by extrapolation."""
    coarse = coupled_energy(strength * T) / strength**2
    fine = coupled_energy(0.5 * strength * T) / (0.5 * strength)**2
    return (4 * fine - coarse) / 3


# Electrostatic interaction of two Gaussian unit charges as a Fourier integral
nodes, weights = np.polynomial.legendre.leggauss(200)
k_max = 4.5
k = 0.5 * k_max * (nodes + 1)
k_weight = 0.5 * k_max * weights * np.exp(-k**2 * (width_A**2 + width_B**2) / 2)


def cloud_potential(point):
    R = np.linalg.norm(point)
    return 2 / math.pi * np.sum(k_weight * np.sinc(k * R / math.pi))


def cloud_tensor(point, h=0.003):
    steps = h * np.eye(3)
    T = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            p, q = steps[i], steps[j]
            T[i, j] = (cloud_potential(point + p + q)
                       - cloud_potential(point + p - q)
                       - cloud_potential(point - p + q)
                       + cloud_potential(point - p - q)) / (4 * h * h)
    return T


def gaussian_factors(R):
    x = R / s
    tail = 2 * x / math.sqrt(math.pi) * math.exp(-x * x)
    g = math.erf(x)
    f_perp = g - tail
    f_par = g - tail * (1 + x * x)
    return g, f_perp, f_par, (2 * f_par**2 + f_perp**2) / 3


# C6: closed oscillator formula against the imaginary-frequency integral
C6 = 1.5 * alpha_A * alpha_B * omega_A * omega_B / (omega_A + omega_B)
integral = quad(lambda u: alpha_A * omega_A**2 / (omega_A**2 + u * u)
                * alpha_B * omega_B**2 / (omega_B**2 + u * u), 0, np.inf)[0]
assert close(3 / math.pi * integral, C6, 1e-7)

# Scalar damping of the tensor: power of f seen in the normal-mode energy
T_bare = tensor_from_factors(R_example, 1.0, 1.0, direction)
E_bare = -C6 / R_example**6
y = b_tt * R_example
f6 = 1 - math.exp(-y) * sum(y**n / math.factorial(n) for n in range(7))
assert close(f6, gammainc(7, y), 1e-10)
E_tensor_f = second_order(f6 * T_bare)
E_tensor_root = second_order(math.sqrt(f6) * T_bare)
assert close(second_order(T_bare), E_bare)
assert close(E_tensor_f, f6**2 * E_bare)
assert close(E_tensor_root, f6 * E_bare)
assert not close(E_tensor_f, f6 * E_bare, 0.05)

# Beyond second order: the remainder is led by the fourth power of f
full_bare = coupled_energy(T_bare)
full_damped = coupled_energy(f6 * T_bare)
remainder_ratio = (full_damped - f6**2 * E_bare) / (full_bare - E_bare)
assert close(remainder_ratio, f6**4, 0.02)

# General tensor formula with a non-Gaussian g, by symbolic differentiation
X = sp.symbols("x y z", positive=True)
r = sp.symbols("r", positive=True)
g_test = 1 - sp.exp(-r) * (1 + r / 2)
radius = sp.sqrt(sum(c**2 for c in X))
hessian = sp.hessian((g_test / r).subs(r, radius), X)
place = dict(zip(X, (1, 2, 2)))
hessian_value = np.array(hessian.subs(place).evalf().tolist(), dtype=float)
perp_expr = g_test - r * sp.diff(g_test, r)
par_expr = perp_expr + r**2 * sp.diff(g_test, r, 2) / 2
formula_value = tensor_from_factors(3.0, float(par_expr.subs(r, 3)),
                                    float(perp_expr.subs(r, 3)), direction)
assert np.allclose(hessian_value, formula_value, rtol=0, atol=1e-12)

# Gaussian clouds: potential, tensor and energy at several distances
distances = [2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 10.0]
for R in distances:
    g, f_perp, f_par, F = gaussian_factors(R)
    assert close(cloud_potential(R * direction), g / R, 1e-10)
    T_cloud = cloud_tensor(R * direction)
    T_formula = tensor_from_factors(R, f_par, f_perp, direction)
    assert np.allclose(T_cloud, T_formula, rtol=0, atol=2e-7)
    assert close(second_order(T_cloud), -F * C6 / R**6, 1e-4)

# Trace of the damped tensor against the overlap of the two clouds
grid = np.linspace(-20, 25, 4501)
overlap = 1.0
for shift in R_example * direction:
    cloud_1 = np.exp(-grid**2 / (2 * width_A**2))
    cloud_2 = np.exp(-(grid - shift)**2 / (2 * width_B**2))
    overlap *= (np.sum(cloud_1 * cloud_2) * (grid[1] - grid[0])
                / (2 * math.pi * width_A * width_B))
trace_T = np.trace(cloud_tensor(R_example * direction))
assert close(trace_T, -4 * math.pi * overlap, 1e-4)

# Contact limit: finite for the differentiated potential, R^-4 for g^2
E_contact = -8 * C6 / (9 * math.pi * s**6)
assert close(second_order(cloud_tensor(np.zeros(3))), E_contact)
shortcut = [-math.erf(R / s)**2 * C6 / R**6 for R in (0.01, 0.02)]
slope = math.log(shortcut[1] / shortcut[0]) / math.log(2)
assert close(slope, -4.0, 1e-4)

# Sign change of the parallel component, confirmed on the numerical tensor
R_zero = brentq(lambda R: gaussian_factors(R)[2], 0.5 * s, 2 * s)
T_zero = cloud_tensor(R_zero * direction)
assert abs(direction @ T_zero @ direction) < 2e-7
assert direction @ cloud_tensor(0.8 * R_zero * direction) @ direction < 0
assert direction @ cloud_tensor(1.2 * R_zero * direction) @ direction > 0

# Onset of damping at large x = R/s, by high-precision differentiation
mp.mp.dps = 250
x_far = mp.mpf(20)
v_scaled = lambda x: mp.erf(x) / x
par_far = x_far**3 * mp.diff(v_scaled, x_far, 2) / 2
perp_far = -x_far**2 * mp.diff(v_scaled, x_far)
F_far = (2 * par_far**2 + perp_far**2) / 3
onset_far = float((1 - F_far) / (1 - mp.erf(x_far)**2))
onset_law = 4 / 3 * float(x_far)**4
assert close(onset_far, onset_law, 0.01)

g, f_perp, f_par, F = gaussian_factors(R_example)
onset_example = (1 - F) / (1 - g * g)


def show_energy(label, energy):
    print(f"{label}: {energy*1000:.5f} mhartree = "
          f"{energy*HARTREE_IN_MEV:.3f} meV")


print(f"polarizabilities A, B: {alpha_A:.1f}, {alpha_B:.1f} bohr^3")
print(f"oscillator energies A, B: {omega_A:.2f}, {omega_B:.2f} hartree")
print(f"cloud widths A, B: {width_A:.2f}, {width_B:.2f} bohr")
print(f"length s: {s:.4f} bohr")
print(f"C6: {C6:.4f} hartree bohr^6")
print(f"example distance R: {R_example:.2f} bohr")
print("SCALAR DAMPING AT THE EXAMPLE DISTANCE")
print(f"Tang-Toennies b: {b_tt:.2f} bohr^-1; b R: {y:.2f}")
print(f"f6: {f6:.5f}; f6^2: {f6**2:.5f}; sqrt(f6): {math.sqrt(f6):.5f}")
show_energy("undamped second-order energy", E_bare)
show_energy("f6 on the energy", f6 * E_bare)
show_energy("f6 on the tensor (normal modes)", E_tensor_f)
show_energy("sqrt(f6) on the tensor (normal modes)", E_tensor_root)
print(f"full coupled energy, bare tensor: {full_bare*1000:.5f} mhartree")
print(f"full coupled energy, f6 on tensor: {full_damped*1000:.5f} mhartree")
print(f"ratio of the two full energies: {full_damped/full_bare:.5f}")
print(f"ratio of parts beyond second order: {remainder_ratio:.5f}")
print(f"f6^4: {f6**4:.5f}")
print("GAUSSIAN POTENTIAL, DIFFERENTIATED (factors dimensionless)")
print("R/bohr      g     g^2  f_perp   f_par       F")
for R in distances:
    row = gaussian_factors(R)
    print(f"{R:6.1f} {row[0]:7.4f} {row[0]**2:7.4f} {row[1]:7.4f} "
          f"{row[2]:7.4f} {row[3]:7.4f}")
print("R/bohr  energy with g*T  energy with differentiated g/R (mhartree)")
for R in distances:
    row = gaussian_factors(R)
    scale = -1000 * C6 / R**6
    print(f"{R:6.1f} {row[0]**2*scale:14.5f} {row[3]*scale:14.5f}")
show_energy("example distance, g on the bare tensor", g * g * E_bare)
show_energy("example distance, differentiated g/R", F * E_bare)
print(f"overlap integral at example distance: {overlap:.5e} bohr^-3")
print(f"trace of damped tensor there: {trace_T:.5e} bohr^-3")
print(f"-4 pi times overlap: {-4*math.pi*overlap:.5e} bohr^-3")
print(f"f_par vanishes at R: {R_zero:.4f} bohr; R/s: {R_zero/s:.4f}")
print(f"F at that distance: {gaussian_factors(R_zero)[3]:.5f}")
show_energy("dipole energy at R = 0, differentiated g/R", E_contact)
print(f"power of R in g^2 C6/R^6 near R = 0: {slope:.4f}")
print(f"(1-F)/(1-g^2) at example distance: {onset_example:.3f}")
print(f"(1-F)/(1-g^2) at R/s = {float(x_far):.0f}: {onset_far:.1f}")
print(f"(4/3)(R/s)^4 at the same R/s: {onset_law:.1f}")
print("no test failed")
```

It prints:

```
polarizabilities A, B: 10.0, 12.0 bohr^3
oscillator energies A, B: 0.50, 0.40 hartree
cloud widths A, B: 1.50, 1.50 bohr
length s: 3.0000 bohr
C6: 40.0000 hartree bohr^6
example distance R: 6.00 bohr
SCALAR DAMPING AT THE EXAMPLE DISTANCE
Tang-Toennies b: 1.50 bohr^-1; b R: 9.00
f6: 0.79322; f6^2: 0.62920; sqrt(f6): 0.89063
undamped second-order energy: -0.85734 mhartree = -23.329 meV
f6 on the energy: -0.68006 mhartree = -18.505 meV
f6 on the tensor (normal modes): -0.53943 mhartree = -14.679 meV
sqrt(f6) on the tensor (normal modes): -0.68006 mhartree = -18.505 meV
full coupled energy, bare tensor: -0.85941 mhartree
full coupled energy, f6 on tensor: -0.54025 mhartree
ratio of the two full energies: 0.62863
ratio of parts beyond second order: 0.39516
f6^4: 0.39589
GAUSSIAN POTENTIAL, DIFFERENTIATED (factors dimensionless)
R/bohr      g     g^2  f_perp   f_par       F
   2.0  0.6542  0.4280  0.1719 -0.0425  0.0111
   3.0  0.8427  0.7101  0.4276  0.0125  0.0610
   4.0  0.9407  0.8848  0.6864  0.2343  0.1936
   5.0  0.9816  0.9635  0.8646  0.5398  0.4435
   6.0  0.9953  0.9907  0.9540  0.7887  0.7180
   8.0  0.9998  0.9997  0.9974  0.9799  0.9718
  10.0  1.0000  1.0000  0.9999  0.9993  0.9991
R/bohr  energy with g*T  energy with differentiated g/R (mhartree)
   2.0     -267.50354       -6.90737
   3.0      -38.96541       -3.34975
   4.0       -8.64091       -1.89100
   5.0       -2.46655       -1.13533
   6.0       -0.84934       -0.61558
   8.0       -0.15254       -0.14828
  10.0       -0.04000       -0.03996
example distance, g on the bare tensor: -0.84934 mhartree = -23.112 meV
example distance, differentiated g/R: -0.61558 mhartree = -16.751 meV
overlap integral at example distance: 1.21824e-04 bohr^-3
trace of damped tensor there: -1.53089e-03 bohr^-3
-4 pi times overlap: -1.53089e-03 bohr^-3
f_par vanishes at R: 2.9036 bohr; R/s: 0.9679
F at that distance: 0.05358
dipole energy at R = 0, differentiated g/R: -15.52494 mhartree = -422.455 meV
power of R in g^2 C6/R^6 near R = 0: -4.0000
(1-F)/(1-g^2) at example distance: 30.212
(1-F)/(1-g^2) at R/s = 20: 214401.3
(4/3)(R/s)^4 at the same R/s: 213333.3
no test failed
```
